# The Landé Interval Rule and Its Limits in a Tin Ion

Angular momenta are measured in units of $\hbar$, so $\mathbf l_i$, $\mathbf s_i$ and their sums $\mathbf L=\sum_i\mathbf l_i$, $\mathbf S=\sum_i\mathbf s_i$, $\mathbf J=\mathbf L+\mathbf S$ are dimensionless. The Hamiltonian is $H=H_0+V$. Here $H_0$ holds the kinetic energy, the attraction of the nucleus and the electron repulsion, and

$$V=\sum_i \xi(r_i)\,\mathbf l_i\cdot\mathbf s_i,\qquad \xi(r)=\frac{\hbar^2}{2m^2c^2}\,\frac1r\frac{dU}{dr},$$

is the spin-orbit coupling of electrons that move in a central potential energy $U(r)$. The function $\xi$ is an energy, positive where $U$ rises outward.

Since $H_0$ contains no spin and is unchanged by a common rotation of all positions, it commutes with $\mathbf L$ and with $\mathbf S$ separately. Its levels are terms of definite $L$ and $S$, each with $(2L+1)(2S+1)$ degenerate states $|M_LM_S\rangle$. Take one term of energy $E_0$, with $L$ and $S$ both nonzero, far from every other term to which $V$ couples it. First-order degenerate perturbation theory then asks for the eigenvalues of $PVP$, where $P$ projects on the states of the term.

To find this matrix, write $V$ as a sum over Cartesian components,

$$V=\sum_a T_{aa},\qquad T_{ab}=\sum_i\xi(r_i)\,l_{ia}s_{ib}.$$

The components of $\mathbf l_i$ commute with $\xi(r_i)$, with all spins and with the operators of other electrons, so

$$[L_c,T_{ab}]=i\sum_d\epsilon_{cad}T_{db},\qquad [S_c,T_{ab}]=i\sum_d\epsilon_{cbd}T_{ad}.$$

Thus $T_{ab}$ is a vector in its first index under orbital rotations and a vector in its second index under spin rotations. The term contains all its $M_L$ and $M_S$, so $P$ commutes with $\mathbf L$ and $\mathbf S$, and $PT_{ab}P$ obeys the same relations.

A vector operator $\mathbf T$ acting within the $2L+1$ states $|M\rangle$ of one $L$ must be a multiple of $\mathbf L$. With $T_\pm=T_x\pm iT_y$, the commutator $[L_z,T_+]=T_+$ shows that $T_+$ raises $M$ by one. Let $t_M=\langle M+1|T_+|M\rangle$ and $\lambda_M=\langle M+1|L_+|M\rangle$. The relation $[L_+,T_+]=0$, taken between $|M\rangle$ and $|M+2\rangle$, gives

$$\lambda_{M+1}t_M=t_{M+1}\lambda_M\quad\Rightarrow\quad \frac{t_{M+1}}{\lambda_{M+1}}=\frac{t_M}{\lambda_M}=k .$$

The ratio $k$ does not depend on $M$, so $T_+=kL_+$. The other components follow from $[L_-,T_+]=-2T_z$ and $[L_-,T_z]=T_-$. The same relations hold with $\mathbf L$ in place of $\mathbf T$, hence $T_z=kL_z$ and $T_-=kL_-$.

Apply this to the first index of $PT_{ab}P$ for each fixed pair of spin states. The factor $k$ may depend on $b$ and on that pair, so it is a matrix $K_b$ in spin space, and $PT_{ab}P=L_aK_b$. The commutators with $\mathbf S$ make $K_b$ a vector operator within one $S$, so by the same argument $K_b=A\,S_b$. Setting $b=a$ and summing,

$$PVP=A\,\mathbf L\cdot\mathbf S .$$

One energy $A$, which may have either sign, now carries all radial and many-electron detail of the term. The coupling has become linear in the cosine of the angle between the total vectors.

Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $\mathbf L\cdot\mathbf S=\tfrac12(\mathbf J^2-\mathbf L^2-\mathbf S^2)$, because $\mathbf L$ and $\mathbf S$ commute. Each $J$ from $|L-S|$ to $L+S$ occurs once in the term, so the first-order levels are

$$E_J=E_0+\frac A2\left[J(J+1)-L(L+1)-S(S+1)\right].$$

In the difference of neighbours the terms in $L$ and $S$ cancel:

$$E_J-E_{J-1}=\frac A2\left[J(J+1)-(J-1)J\right]=AJ .$$

This is the Landé interval rule: the spacing is $A$ times the larger $J$ of the pair. For $A>0$ the level of smallest $J$ lies lowest, and for $A<0$ the order is inverted. The mean shift weighted by $2J+1$ is zero, since it is proportional to the trace of $\mathbf L\cdot\mathbf S$, which is $\sum_a(\mathrm{tr}\,L_a)(\mathrm{tr}\,S_a)=0$. The number of levels is $2\min(L,S)+1$. A term with $S=\tfrac12$ has one interval, which fixes $A$ and leaves nothing to test. With three or more levels, the ratio of successive intervals, $(J+1)/J$, is free of $A$.

The linear form matters. Suppose that another interaction added $D(\mathbf L\cdot\mathbf S)^2$ within the term. Let $x_J$ be the eigenvalue of $\mathbf L\cdot\mathbf S$. Then $x_J-x_{J-1}=J$ and $x_J+x_{J-1}=J^2-L(L+1)-S(S+1)$, so the interval would be

$$E_J-E_{J-1}=AJ+DJ\left[J^2-L(L+1)-S(S+1)\right],$$

and the simple proportion would be lost even in first order.

For the ground term given by Hund's rules in one open shell, $A$ follows from a single state. Let $\zeta$ be the mean of $\xi(r)$ over the radial density of the shell. The state with $M_L=L$ and $M_S=S$ is one determinant. In it, $L_xS_x+L_yS_y=\tfrac12(L_+S_-+L_-S_+)$ has no diagonal element, so $\langle A\,\mathbf L\cdot\mathbf S\rangle=ALS$. For the same reason each electron contributes $\zeta m_im_{s,i}$ to $\langle V\rangle$. Below half filling all spins are up and $\sum_im_i=L$. Above half filling the spin-up electrons fill every orbital and have $\sum m_i=0$, so the spin-down electrons carry $L$. Therefore

$$ALS=\pm\tfrac12\zeta L,\qquad A=\pm\frac{\zeta}{2S},$$

with plus below half filling and minus above. At half filling the ground term has $L=0$ and does not split. The ground terms of Sn$^{12+}$ (4d$^2$) and Sn$^{6+}$ (4d$^8$) are both $^3F$, with $A=+\zeta/2$ and $-\zeta/2$.

The condition that the term be isolated can be made quantitative for d$^2$, whose terms are $^3F$, $^3P$, $^1G$, $^1D$ and $^1S$. The elements of $V$ between terms follow from its eigenvalues, which are easily found with electrons of definite $j$. For one d electron, $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-6-\tfrac34]$, which is $1$ for $j=\tfrac52$ and $-\tfrac32$ for $j=\tfrac32$. Two electrons of equal $j$ can have even $J$ up to $2j-1$, because the exchange symmetry alternates with $J$ and the state $J=2j$ is symmetric. Unequal $j$ give $J=1,2,3,4$. In units of $\zeta$, the eigenvalues of $V$ are thus $2,-\tfrac12$ for $J=4$; $-\tfrac12$ for $J=3$; and $-3,-\tfrac12,2$ for $J=2$.

There is one level with $J=3$, so $^3F_3$ has no partner to mix with. Its shift within the configuration is $-\zeta/2=-A$, the first-order value.

For $J=4$ the states are $^3F_4$ and $^1G_4$. The diagonal elements of $V/\zeta$ are $3A/\zeta=\tfrac32$ and $0$, the latter because a spin vector vanishes within $S=0$. Let the off-diagonal element be $g\zeta$. The trace of $V^2$ is the same in both bases:

$$4+\tfrac14=\tfrac94+2g^2\quad\Rightarrow\quad g^2=1 .$$

For $J=2$ the states are $^3F_2$, $^3P_2$ and $^1D_2$. The first has diagonal element $-4A/\zeta=-2$ and the last $0$. The trace $-3-\tfrac12+2=-\tfrac32$ then leaves $\tfrac12$ for $^3P_2$. An orbital vector cannot connect $L=3$ with $L=1$, so the remaining elements are $f\zeta$ between $^3F_2$ and $^1D_2$, and $p\zeta$ between $^3P_2$ and $^1D_2$. The trace of the square and the determinant give

$$9+\tfrac14+4=4+\tfrac14+2(f^2+p^2)\ \Rightarrow\ f^2+p^2=\tfrac92,$$

$$(-3)(-\tfrac12)(2)=3=2p^2-\tfrac12f^2 .$$

Substituting $p^2=\tfrac92-f^2$ in the second line gives $9-\tfrac52f^2=3$, so $f^2=\tfrac{12}5$ and $p^2=\tfrac{21}{10}$.

Let $G_D$, $G_P$ and $G_G$ be the energies of $^1D$, $^3P$ and $^1G$ above $^3F$ without spin-orbit coupling. Second-order theory lowers $^3F_2$ by $12\zeta^2/(5G_D)$ and $^3F_4$ by $\zeta^2/G_G$. It leaves $^3F_3$ alone. Hence

$$E_3-E_2=3A+\frac{12\zeta^2}{5G_D},\qquad E_4-E_3=4A-\frac{\zeta^2}{G_G}.$$

Mixing widens the lower interval and narrows the upper one. With $A=\zeta/2$, dividing and keeping the leading correction,

$$\frac{E_4-E_3}{E_3-E_2}\simeq\frac43\left[1-\zeta\left(\frac1{2G_G}+\frac8{5G_D}\right)\right].$$

The correction to the ratio is of first order in $\zeta$ over the gaps, because each interval is itself of first order in $\zeta$.

For an example, take a model of Sn$^{12+}$ with round parameters, chosen for illustration and not fitted to the ion: $\zeta=0.65$ eV and Slater integrals $F^2=12$ eV and $F^4=8$ eV for the repulsion in the 4d shell. The integral $F^0$ shifts all terms of 4d$^2$ equally and drops out. Numerical diagonalization of the repulsion among the 45 determinants of 4d$^2$ gives $G_D=2.041$ eV, $G_P=2.313$ eV and $G_G=3.120$ eV. The rule has $A=0.65/2=0.325$ eV and intervals

$$3A=0.975\ \text{eV},\qquad 4A=1.300\ \text{eV}.$$

The second-order terms are $2.4(0.65)^2/2.041=0.497$ eV and $(0.65)^2/3.120=0.135$ eV, which change the intervals to $1.472$ and $1.165$ eV. The first correction is half of the interval it corrects, so the expansion cannot be trusted here and the levels must be found without it.

For $J=4$, measured from the unsplit $^3F$ energy, the lower root of the two-state problem is

$$\epsilon_4=\frac{G_G+3A}2-\sqrt{\left(\frac{G_G-3A}2\right)^2+\zeta^2}=2.048-1.254=0.793\ \text{eV},$$

with the difference taken before rounding. For $J=2$ the matrix, in the order $^3F_2$, $^3P_2$, $^1D_2$, is

$$\begin{pmatrix}-2\zeta&0&f\zeta\\0&G_P+\zeta/2&p\zeta\\f\zeta&p\zeta&G_D\end{pmatrix},$$

and its lowest eigenvalue, found numerically, is $\epsilon_2=-1.596$ eV. With $\epsilon_3=-0.325$ eV, the intervals of the full 4d$^2$ model are

$$E_3-E_2=1.27\ \text{eV},\qquad E_4-E_3=1.12\ \text{eV}.$$

Relative to the rule, the first is 30 percent larger and the second 14 percent smaller. The ratio is 0.88 instead of 1.33.

The eigenvalue equations show why second order misjudges both shifts. For $J=4$ the equation can be written $\epsilon_4-3A=\zeta^2/(\epsilon_4-G_G)$. Its denominator has magnitude $3.120-0.793=2.327$ eV, less than the unperturbed gap, because spin-orbit coupling has already raised $^3F_4$ towards $^1G_4$. The downward shift is therefore 0.182 eV and not 0.135 eV. For $J=2$, eliminating the amplitudes of $^3P_2$ and $^1D_2$ from the matrix equation gives

$$\epsilon_2+2\zeta=\frac{f^2\zeta^2}{\epsilon_2-G_D-\dfrac{p^2\zeta^2}{\epsilon_2-G_P-\zeta/2}} .$$

The first-order shift moves $^3F_2$ away from $^1D_2$ by 1.300 eV and the mixing itself adds 0.296 eV, which both enlarge the denominator; the coupling of $^1D_2$ to $^3P_2$ takes back 0.210 eV. The magnitude is 3.43 eV instead of 2.041 eV, so the downward shift due to mixing is 0.296 eV, well below the second-order 0.497 eV.

The levels still belong mainly to $^3F$: its weight is 0.92 for $J=2$ and 0.93 for $J=4$. A weight near one does not by itself protect the intervals, since a shift of a few tenths of an electronvolt is small beside the term gaps but not beside the fine structure. The overall width suffers less. It is 2.28 eV by the rule and 2.39 eV in the full model, a change of 5 percent, because both outer levels move down.

The pattern can mislead an assignment. For a regular term the rule makes intervals grow with energy, and for an inverted term it makes them shrink. Here they shrink although $A$ is positive, so the ratio alone would suggest the wrong order of $J$.

With the Slater integrals held fixed, the full ratio is 1.325 at $\zeta=0.0065$ eV, 1.259 at 0.065 eV, 1.138 at 0.2 eV and 0.880 at 0.65 eV. It approaches $4/3$ as the coupling weakens. The leading formula gives a fractional loss of $0.944\,\zeta$ with $\zeta$ in eV, or 6 percent at 0.065 eV. For these gaps, a ratio within about 5 percent of the rule therefore needs $\zeta$ below about 0.05 eV by the leading formula, or 0.06 eV in the full model, more than ten times smaller than the value taken for the tin ion.

Sn$^{12+}$ is one of the ions that radiate near 13.5 nm in the tin plasma of a lithography source, where the useful band is about 2 percent wide, here 13.365 to 13.635 nm. Suppose that an upper level of opposite parity with $J=3$ lies 91.84 eV above $^3F_3$, so that this line falls at 13.500 nm. The electric-dipole rule for $J$ also permits decay to $^3F_2$ and $^3F_4$. The photon energies are $91.84+1.27$ and $91.84-1.12$ eV, and $\lambda=hc/E$ gives 13.32 and 13.67 nm. The rule would give 13.36 and 13.69 nm. With the middle line centred, both outer lines miss the band, in the case of the rule by only 0.007 nm on the short side. This depends on the centring: the band spans 1.84 eV, more than either interval but less than the overall width of 2.39 eV, so an upper level placed off centre can put two of the three lines inside, but not all three. In this model the fine structure of the lower term is thus wide enough to decide which lines of one upper level are useful. The position of the upper level is an assumption, and line strengths are not computed. Transitions between excited configurations, which also contribute to the light of such a source, are left out.

Of the assumptions sized here, the isolation of the term fails most clearly: in the model, mixing within 4d$^2$ changes the intervals by 30 and 14 percent. Mixing with other configurations is absent from the model. Its effect was not calculated, but lowering $F^2$ and $F^4$ by 15 percent at fixed $\zeta$ changes the intervals to 1.30 and 1.08 eV, which shows their sensitivity to the term gaps.

Magnetic coupling between the two 4d electrons is another omission. In atomic units its natural scale is $(\alpha^2/4)\langle r^{-3}\rangle$, the dipole energy of two spins one orbital radius apart, where $\alpha$ is the fine-structure constant. If $Q(r)$ is the charge enclosed within $r$, then $dU/dr=Q/r^2$ and $\zeta=(\alpha^2/2)\langle Q/r^3\rangle$. The nucleus and the 36 core electrons leave charge 14, and the other 4d electron can screen at most one unit, so $Q\ge13$. The scale is then at most $\zeta/(2\times13)=0.025$ eV. This bounds the scale and not the interval change, which also contains angular factors.

Thermal motion does not hide the structure. At a rough ion temperature of 30 eV and a mass of 119 u, the Doppler full width $E\sqrt{8\ln2\,k_BT/(Mc^2)}$ is 0.004 eV, far below either interval. Broadening by the fields and collisions of the plasma has not been estimated.
